\section*{Constant-stress and constant-strain permittivity: the piezoelectric difference}

\section{One capacitor, two permittivities}

A capacitor with a piezoelectric dielectric changes shape when a small voltage is applied. If the shape change is allowed, it brings extra charge to the electrodes; if the body is held rigid, it does not. One crystal therefore has two static permittivities. A lattice calculation in a fixed cell gives the rigid value, a slow measurement on a free crystal gives the other, and a gate-stack film glued to a wafer lies between them. How large is the difference, and when is it zero?

I begin with one strain $\eta$ and one field $\mathcal E$. To second order, the electric enthalpy per volume is
\begin{equation}
h=\tfrac12 c\,\eta^2-e\,\eta\,\mathcal E-\tfrac12\varepsilon^{\eta}\mathcal E^2 .
\end{equation}
The stress is $\sigma=\partial h/\partial\eta$ and the electric displacement is $\mathcal D=-\partial h/\partial\mathcal E$:
\begin{equation}
\sigma=c\,\eta-e\,\mathcal E,\qquad \mathcal D=e\,\eta+\varepsilon^{\eta}\mathcal E .
\end{equation}
At $\eta=0$ the permittivity is $\varepsilon^\eta$. At $\sigma=0$ the first relation gives $\eta=e\mathcal E/c$, and the second becomes
\begin{equation}
\mathcal D=\Big(\varepsilon^\eta+\frac{e^2}{c}\Big)\mathcal E
\quad\Longrightarrow\quad
\varepsilon^\sigma-\varepsilon^\eta=\frac{e^2}{c}.
\label{eq:scalar}
\end{equation}
One factor $e$ turns field into stress, $1/c$ turns stress into strain, and the second $e$ turns strain into charge. The difference vanishes for $c\to\infty$ (nothing moves) and for $e\to0$ (motion carries no charge). Reversing the sign of $e$ changes nothing.

A second limit is the open circuit, $\mathcal D=0$. Then $\mathcal E=-e\eta/\varepsilon^\eta$ and $\sigma=(c+e^2/\varepsilon^\eta)\eta$, so the stiffness rises to $c^{D}=c+e^2/\varepsilon^\eta$. Dividing by $c$ gives $c^{D}/c=\varepsilon^\sigma/\varepsilon^\eta$: the same coupling softens the dielectric response and hardens the elastic one.

\section{Field variables for a body that deforms}

Let a material vector $X$ become $FX$, and let $J=\det F$. The voltage across it is $E\cdot FX=(F^{T}E)\cdot X$. An area element $N\,dA$ becomes $n\,da=JF^{-T}N\,dA$, so the charge on it is $D\cdot n\,da=(JF^{-1}D)\cdot N\,dA$. The variables
\begin{equation}
\mathcal E=F^{T}E,\qquad \mathcal D=JF^{-1}D
\end{equation}
are thus voltage per original thickness and charge per original area, which are what a capacitance measurement records.

Strain is $\eta=\tfrac12(F^TF-1)$, written in Voigt form with engineering shears, $\eta_4=2\eta_{23}$ and so on, so that $\sigma_\mu d\eta_\mu$ is the full mechanical work. With internal energy $du=\sigma_\mu d\eta_\mu+\mathcal E_i d\mathcal D_i$ and $h=u-\mathcal E_i\mathcal D_i$,
\begin{equation}
dh=\sigma_\mu d\eta_\mu-\mathcal D_i\,d\mathcal E_i .
\label{eq:dh}
\end{equation}
The vacuum contributes $-\tfrac12\varepsilon_0J\,\mathcal E^T(F^TF)^{-1}\mathcal E$ to $h$. Its strain derivative, the Maxwell stress, is quadratic in $\mathcal E$ and drops out of the linear response about zero field.

\section{Releasing ions, then strain}

The reference is a stable insulating crystal at zero load and zero field, so $h$ has no term linear in coordinates alone. Let $u$ now denote the ionic displacements beyond the uniform strain, referred to the undeformed body, with one ion held fixed to remove rigid translation, and let the electrons follow at once. To second order, apart from a term $-P_s\cdot\mathcal E$ that gives a constant spontaneous polarization,
\begin{equation}
h=\tfrac12u^T\Phi u-u^T\Lambda\eta+\tfrac12\eta^TC^{0}\eta
-\mathcal E^T(Zu+e^{0}\eta)-\tfrac12\mathcal E^T\varepsilon^{\infty}\mathcal E .
\end{equation}
Here $\Phi$ and $Z$ are force constants and effective charges per reference volume, $\Lambda$ is the force on the ions per strain, and a superscript $0$ means frozen ions. Put $f=\Lambda\eta+Z^T\mathcal E$. The terms containing $u$ are $\tfrac12u^T\Phi u-u^Tf$; they are stationary at $u=\Phi^{-1}f$, where they equal $-\tfrac12f^T\Phi^{-1}f$. Expanding,
\begin{equation}
-\tfrac12f^T\Phi^{-1}f=-\tfrac12\eta^T\Lambda^T\Phi^{-1}\Lambda\eta
-\mathcal E^TZ\Phi^{-1}\Lambda\eta-\tfrac12\mathcal E^TZ\Phi^{-1}Z^T\mathcal E .
\end{equation}
Collecting like terms leaves $h=\tfrac12\eta^TC\eta-\mathcal E^Te\,\eta-\tfrac12\mathcal E^T\varepsilon^\eta\mathcal E$ with
\begin{align}
C&=C^{0}-\Lambda^T\Phi^{-1}\Lambda, & e&=e^{0}+Z\Phi^{-1}\Lambda, &
\varepsilon^\eta&=\varepsilon^\infty+Z\Phi^{-1}Z^T .
\label{eq:relaxed}
\end{align}
The last relation adds the ionic part to the electronic permittivity $\varepsilon^\infty$. From \eqref{eq:dh}, for changes from the reference,
\begin{equation}
d\sigma=C\,d\eta-e^T d\mathcal E,\qquad d\mathcal D=e\,d\eta+\varepsilon^\eta d\mathcal E .
\end{equation}
The same $e$ appears in both because both are mixed second derivatives of one function. At constant stress $d\sigma=0$, hence $d\eta=C^{-1}e^Td\mathcal E$, and
\begin{equation}
\boxed{\;\varepsilon^\sigma_{ij}-\varepsilon^\eta_{ij}=e_{i\mu}(C^{-1})_{\mu\nu}e_{j\nu}\;}
\label{eq:main}
\end{equation}
With $d=eC^{-1}$, the strain per field at constant stress, $e=dC$ turns the right side into $dCC^{-1}Cd^T=dCd^T$. Both $e$ and $C$ must be the relaxed-ion quantities at fixed field.

For any vector $a$ the difference gives $(e^Ta)^TC^{-1}(e^Ta)\ge0$, because stability makes $C$ positive definite. It is zero for every $a$ if and only if $e=0$. Near an elastic instability an eigenvalue of $C$ tends to zero, and the difference grows without bound if $e$ couples to that strain; the linear theory then fails.

\paragraph{Test on a lattice.} Take a cubic cell of edge 6 bohr with a cation of charge $+2$ at the corner and an anion made of a core ($+1$) and a massless shell ($-3$), displaced by 0.6 bohr along $z$ from the centre. In hartree/bohr$^2$, the springs are 0.02 between neighbouring cations, 1.0 between core and shell, and $0.05\,e^{-\Delta}$ from the shell to its eight cations, where $\Delta$ is the bond length in bohr minus its value for a centred anion. Apart from the core--shell spring, a stretch $s$ costs $\tfrac12ks^2(1-0.3s)$, with all springs unstretched at rest. Ionic charges couple to the macroscopic field alone.

Re-relaxing this lattice in small fields gives $\varepsilon_{33}=1.465$ with cores and strain frozen, 2.922 with strain frozen, and 3.274 at zero stress. The last step is 0.351557. Separate runs at imposed strain give $e$ and $C$, and \eqref{eq:main} then gives 0.351557. For the field along $x$, where a shear is excited, both routes give 0.119235.

\section{Why inversion removes the difference}

Inversion reverses $\mathcal E$ and $\mathcal D$ but leaves $\eta$, which has two indices, unchanged. If the crystal is centrosymmetric, $h(\eta,-\mathcal E)=h(\eta,\mathcal E)$ after relaxation. Therefore
\begin{equation}
e_{i\mu}=-\frac{\partial^2h}{\partial\mathcal E_i\,\partial\eta_\mu}\bigg|_{0}=-e_{i\mu}
\quad\Longrightarrow\quad e=0,\qquad \varepsilon^\sigma=\varepsilon^\eta .
\end{equation}

This does not say that the ions stay still under strain. Displacement patterns are even or odd under inversion. Strain drives even ones, the field drives odd ones, and $\Phi$ does not mix them, so $Z\Phi^{-1}\Lambda=0$ in \eqref{eq:relaxed} although $\Lambda$ need not vanish. To test this, I double the cell along $x$ and shift the two anions by $+0.6$ and $-0.6$ bohr. Each anion has polar surroundings, but the crystal has inversion centres at the cations. Under a strain $\eta_3$ the anions move, beyond the uniform strain, by $-0.385$ and $+0.385$ bohr per unit strain. Their dipoles cancel, and the two permittivities agree to within $10^{-6}$.

The converse is false. Class 432 has no inversion centre. Its half-turns about the three cube axes allow only components $e_{ikl}$ in which each of $x,y,z$ occurs once. The threefold axis gives $e_{xyz}=e_{yzx}=e_{yxz}$, using the symmetry of the last two indices. The fourfold rotation $x\to y$, $y\to-x$ gives $e_{xyz}=-e_{yxz}$. Hence all are zero. Averaging a general tensor over the groups leaves 5 constants for mm2, the class of polar orthorhombic hafnia, none for 2/m, the class of monoclinic hafnia, and none for 432.

\paragraph{Bias restores it.} A centrosymmetric crystal under a bias $\mathcal E_b$ has lost its inversion symmetry. To leading order $\mathcal D=\varepsilon(\eta)\mathcal E$, so
\begin{equation}
e_b=\frac{\partial\mathcal D}{\partial\eta}\bigg|_{\mathcal E_b}=\mathcal E_b\,\frac{\partial\varepsilon}{\partial\eta},
\qquad \varepsilon^\sigma-\varepsilon^\eta\propto\mathcal E_b^2 .
\label{eq:bias}
\end{equation}
This is electrostriction seen in the small-signal response. The test lattice with its anion centred shows a difference in relative permittivity of $3.31\times10^{-4}$ at 2.57 MV/cm, and 4.00 times as much at twice that bias.

\section{A film on a wafer}

A wide film with normal $n$ on a rigid wafer has no tangential strain: $t\cdot\eta\cdot t'=0$ for all $t,t'$ perpendicular to $n$. What remains is $\eta_{kl}=\tfrac12(b_kn_l+n_kb_l)$ with a free vector $b$. The electrodes make $\mathcal E$ parallel to $n$. By the symmetry of $C$ and $e$ in their strain indices,
\begin{equation}
h=\tfrac12b\cdot\Gamma b-\mathcal E\,v\cdot b-\tfrac12\varepsilon^\eta_{nn}\mathcal E^2,\qquad
\Gamma_{ik}=C_{ijkl}n_jn_l,\quad v_k=n_ie_{ikl}n_l .
\end{equation}
The free top surface requires $\partial h/\partial b=0$, so $b=\Gamma^{-1}v\,\mathcal E$ and
\begin{equation}
\varepsilon^{\rm film}_{nn}-\varepsilon^\eta_{nn}=v\cdot\Gamma^{-1}v .
\label{eq:film}
\end{equation}
For class mm2 with $n$ along the polar axis, $\Gamma={\rm diag}(C_{55},C_{44},C_{33})$ and $v=(0,0,e_{33})$. The rise is $e_{33}^2/C_{33}$, the scalar result \eqref{eq:scalar} with the clamped-plate stiffness.

The film rise cannot exceed that of a free body with the same field direction. Each is the maximum over allowed strains of $2(n\cdot e)\eta-\eta^TC\eta$, and the film is allowed fewer strains.

\section{Which polarization is differentiated}

In a polar crystal the laboratory polarization $P=J^{-1}F\mathcal P$ changes under strain even if the reduced one, $\mathcal P=JF^{-1}P$, does not. For normal strains and $P_s$ along axis 3, $J^{-1}F_{33}\approx1+\eta_3-(\eta_1+\eta_2+\eta_3)$, so
\begin{equation}
dP_3=d\mathcal P_3-P_s(d\eta_1+d\eta_2).
\end{equation}
Differentiating $P_3$ at constant stress therefore replaces one factor $e_3$ in \eqref{eq:main} by $e_3-P_s(1,1,0,0,0,0)$. In the polar test lattice, with $P_s$ counted from the centred anion, this turns 0.352 into 0.169. The smaller number is not the capacitance response: electrodes that move with the crystal collect $\mathcal D$. It also depends on the lattice-vector choice involved in assigning $P_s$, which $e$ does not. A film clamped in plane has $\eta_1=\eta_2=0$, and there the distinction disappears.

\section{A 10 nm polar hafnia film}

The film lies between metal electrodes with its polar axis along the normal. The inputs are rough typical values for polar orthorhombic hafnia: $C_{11},C_{22},C_{33}=410,400,390$ GPa; $C_{12},C_{13},C_{23}=160,125,135$ GPa; $e_{31}=e_{32}=-1.3$ and $e_{33}=-1.4$ C/m$^2$; $P_s=0.5$ C/m$^2$; clamped $\varepsilon_{33}=24$. The sign of $e$ relative to $P_s$ is an assumption: reversing all of $e$ leaves both rises unchanged but turns thinning into thickening. The rises scale as $e^2$, so an error of 20\% in $e$ changes them by about 40\%. On the wafer,
\begin{equation}
\Delta\varepsilon_{\rm film}=\frac{(1.4)^2}{(390\times10^{9})(8.854\times10^{-12})}=0.57 .
\end{equation}
For a free body, $C^{-1}$ acting on $e_3$ gives $d_{31},d_{32},d_{33}=-1.756,-1.728,-2.429$ pm/V, and
\begin{equation}
\Delta\varepsilon_{\rm free}=\frac{1.3(1.756)+1.3(1.728)+1.4(2.429)}{8.854}=0.90 .
\end{equation}
The permittivity is thus 24 clamped, 24.6 on the wafer and 24.9 free; the rises are 2.4\% and 3.7\% of the clamped value. At fixed thickness the capacitance density goes from 2.125 to 2.175 $\mu$F/cm$^2$ between clamped and wafer-bound, and the equivalent oxide thickness from 1.625 to 1.587 nm.

The film has the smaller permittivity rise but the larger thickness response, $e_{33}/C_{33}=-3.59$ pm/V against $-2.43$. Zero normal stress in the free body requires $C_{33}d_{33}=e_{33}-C_{13}d_{31}-C_{23}d_{32}$. With $d_{31},d_{32}<0$ the last two terms oppose $e_{33}$: when the field thins the body, the accompanying sideways shrinkage pushes material back along the normal and offsets part of the thinning. The wafer prevents the sideways shrinkage. With the assumed sign of $e$, using the laboratory polarization for the free body would add $-P_s(d_{31}+d_{32})/\varepsilon_0=0.20$ and give 1.09 instead of 0.90.

\paragraph{What real films break.} With the inputs used, the correction for grain orientation is the largest of the corrections to the rise estimated here. Averaging \eqref{eq:film} over random grain normals, with $C_{44}=C_{55}=95$ GPa, $C_{66}=140$ GPa, $e_{15}=-0.2$ and $e_{24}=0.6$ C/m$^2$, and with each grain deforming as if alone, lowers the rise from 0.57 to 0.21. This average depends on the shear constants and on their signs relative to $e_{33}$: it is 0.18 for $e_{15}=e_{24}=0$ and about 0.38 if $e_{24}$ alone is reversed, in which case some orientations exceed 0.57. For a polycrystalline film whose texture favours the polar axis along the normal, a value between these is plausible within the model. Domain-wall motion and leakage are left out, and I have no estimate of them here.

Bias matters less. If strain changes the permittivity by a fraction $2\gamma$ per unit strain, with a rough Gr\"uneisen number $\gamma=2.5$, then \eqref{eq:bias} gives an induced $e$ of 0.11 C/m$^2$ at 1 MV/cm. Through $e$ alone, this changes the film rise by up to about 16\%; the accompanying changes in $C$ and in the reference strain are left out and are not estimated here. For monoclinic hafnia, with rough values $\varepsilon=18$ and $C_{33}=300$ GPa, the rise is zero without bias and about 0.01 at 2 MV/cm.

Temperature enters through the pyroelectric coefficient $p$. In a cycle too fast for heat to leave the film, the entropy is constant, $c_v\,dT/T+p\,d\mathcal E=0$, so $d\mathcal D$ loses $Tp^2d\mathcal E/c_v$. With $T=358$ K, $p=50$ $\mu$C/(m$^2$K) in magnitude and $c_v=2.7$ MJ/(m$^3$K), the isothermal permittivity exceeds the adiabatic one by 0.04. A film this thin between metal electrodes passes its heat to them within about a nanosecond, so at 1 MHz it is close to isothermal.

The thickness strain follows the field below its acoustic resonance. For a rigid wafer, a massless electrode and a density of 10 g/cm$^3$, the sound speed is about 6.2 km/s, and the quarter-wave resonance, at the speed divided by four thicknesses, lies near 160 GHz. Silicon has a lower acoustic impedance than the film, so for a film directly on silicon the resonance is broad and lies nearer the half-wave frequency, about 310 GHz. In either case a measurement at 1 MHz sees the film value. Above the resonance the strain contribution fades only roughly as the inverse of the frequency, and without acoustic damping it returns at the overtones, near 0.9 and 1.6 THz on silicon, with a size comparable to the static rise. By 1 THz the approach to the optical phonons already raises the ionic part by a few tenths, if the dominant modes lie at 5 to 10 THz. A film this thin therefore offers no clean frequency window in which the clamped value can be read off. A real wafer also yields slightly. Taking the released in-plane fraction as the thickness ratio, a 775 $\mu$m wafer changes $\varepsilon$ by about $4\times10^{-6}$. This is a low estimate: a wafer softer than the film, bending, and a small electrode all raise it. An electrode much smaller than the wafer thickness pulls on the wafer mainly at its edge, so the released strain grows roughly as film thickness over electrode diameter. On silicon the change in $\varepsilon$ is then about $10^{-3}$ for a diameter of 100 $\mu$m and a few times $10^{-3}$ for 20 $\mu$m, still negligible beside the rise of 0.57.

The zero-field reference can fail in a gate stack. Put 0.8 nm of oxide with permittivity 3.9 in series at zero total voltage. Continuity of $D$ and $t_{\rm ox}E_{\rm ox}+t_fE_f=0$ give
\begin{equation}
|E_f|=\frac{P_s\,t_{\rm ox}}{\varepsilon_0(3.9\,t_f+\varepsilon_f t_{\rm ox})}=7.7\ \text{MV/cm},
\end{equation}
above a rough breakdown field of 4 MV/cm. The field in the oxide would be larger still, by $t_f/t_{\rm ox}=12.5$, so the oxide would fail first. A uniformly polarized film with this uncompensated oxide is thus outside the linear theory. The numbers above assume a single domain, between metal electrodes that screen the polarization almost completely or in a stack where trapped charge has removed most of that field. Domains can remove it too, but $e$ changes sign between opposite ones. With equal amounts of both, the mean thickness response cancels, and unless the domains are much wider than the film is thick, \eqref{eq:film} no longer gives the rise. Real metals screen imperfectly: an effective screening length of 0.02 nm at each electrode would leave about 2 MV/cm in this film, and the constants should then be taken at that bias, provided the polarization is stable there. The same two layers also act as a capacitor in series with the film. They lower the permittivity deduced from the capacitance to $24.6/(1+24.6\times0.04/10)=22.4$, a larger change than the rise itself. The full numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
TEST LATTICE (Hartree atomic units; eps relative)
polar: eps33 electronic         1.46549
polar: eps33 constant strain    2.92241
polar: eps33 constant stress    3.27397
polar: rise33 by definition     0.351557
polar: rise33 by contraction    0.351557
polar: rise11 by definition     0.119235
polar: rise11 by contraction    0.119235
polar: rise33 from lab P        0.168852
antipolar: anion 1 move/strain  -0.3851 bohr
antipolar: anion 2 move/strain  0.3851 bohr
antipolar: largest rise         below 1e-6: True
centric: lower bias             2.57 MV/cm
centric: rise33 at lower bias   3.309e-04
centric: rise ratio, bias x2    4.002
piezo constants mm2, 2/m, 432   5, 0, 0
POLAR HAFNIA FILM (rough inputs)
C11, C22, C33   410, 400, 390 GPa
C12, C13, C23   160, 125, 135 GPa
C44, C55, C66   95, 95, 140 GPa
e31, e32, e33   -1.3, -1.3, -1.4 C/m2
e15, e24, P_s   -0.2, 0.6, 0.5 C/m2
thickness                       10 nm
eps33 clamped (input)           24.00
d31, d32, d33 free  -1.756, -1.728, -2.429 pm/V
d33 film                        -3.590 pm/V
rise, film on wafer             0.568
rise, free body                 0.896
eps33 film, free  24.568, 24.896
relative rise film, free  2.37, 3.73 %
free rise if lab P is used      1.092
capacitance clamped, film  2.125, 2.175 uF/cm2
oxide equivalent clamped, film  1.625, 1.587 nm
NEGLECTED EFFECTS (rough inputs)
Grueneisen number               2.5
polar: bias, induced e  1 MV/cm, 0.106 C/m2
polar: film rise changes by up to 16 %
monoclinic: eps, C33            18, 300 GPa
monoclinic: bias, induced e  2 MV/cm, 0.159 C/m2
monoclinic: rise under bias     0.0096
film rise, random grains        0.213
temperature of use              358 K
pyroelectric coefficient        50 uC/(m2 K)
heat capacity                   2.7 MJ/(m3 K)
isothermal minus adiabatic eps  0.037
density, sound speed  10 g/cm3, 6245 m/s
film thickness resonance        156 GHz
wafer thickness                 775 um
eps change, wafer compliance    4.2e-06
interfacial oxide               0.8 nm
uncompensated depolarizing field 7.7 MV/cm
breakdown field (input)         4 MV/cm
\end{verbatim}
